# Collision-Independent Resonant Absorption in a Linear Plasma Density Ramp

## The form of the answer

A plasma layer of density-gradient length \(L\) is driven at angular frequency \(\omega\) by an electric displacement of peak amplitude \(|D|\) normal to the layer. The response is linear, so the mean absorbed power is quadratic in the field. It cannot depend on the phase of \(D\), so it contains \(|D|^2\). The quantity \(|D|^2/\varepsilon_0\) is an energy per volume; multiplied by \(L\) it is an energy per area, and multiplied by \(\omega\) a power per area. Hence

\[
\frac{P}{A}=\frac{\omega L|D|^2}{2\varepsilon_0}\,F(\delta,s_1,s_2),\qquad \delta=\frac{\nu}{\omega},
\]

where \(\nu\) is the electron collision frequency and \(s_1,s_2\) are the distances from the critical density to the two ends of the ramp, in units of \(L\). Dimensions do not say what \(F\) does as \(\delta\to0\). It could vanish, as ohmic heating usually does without collisions, or diverge, as the local field does. It tends to \(\pi\).

## Assumptions and theorem

The plasma is cold and unmagnetized, with immobile ions and uniform \(\nu\). Fields vary as \(e^{-i\omega t}\), and amplitudes are peak values. The density is

\[
n(x)=n_c(1+s),\quad s=\frac{x}{L},\quad -s_1<s<s_2,\quad n_c=\frac{\varepsilon_0m\omega^2}{e^2},
\]

with \(0<s_1\le1\) and \(s_2>0\), so the critical density \(n_c\) lies inside the ramp. Everything depends on \(x\) alone. Then \(\nabla\cdot\mathbf D=0\) makes the normal component \(D\) the same at every \(x\), and it is held fixed when \(\nu\) is varied.

**Theorem.** In the periodic steady state,

\[
F=\arctan\frac{s_1}{\delta}+\arctan\frac{s_2}{\delta}+\frac{\delta}{2}\ln\frac{s_2^2+\delta^2}{s_1^2+\delta^2},
\]

and therefore

\[
\lim_{\nu\to0}\frac{P}{A}=\frac{\pi\omega L|D|^2}{2\varepsilon_0}.
\]

The steady state is reached first and the limit is taken afterwards.

## Two lemmas

**Lemma 1.** The permittivity relative to \(\varepsilon_0\) is \(\varepsilon=(i\delta-s)/(1+i\delta)\).

*Proof.* The linear momentum equation \(-i\omega mv=-eE-m\nu v\) gives \(v=-eE/[m(\nu-i\omega)]\), so the current density is

\[
J=-env=\frac{ne^2E}{m(\nu-i\omega)}.
\]

The displacement includes this current through \(-i\omega D=-i\omega\varepsilon_0E+J\), that is, \(D=\varepsilon_0E+iJ/\omega\). Since \(i(\nu-i\omega)=\omega+i\nu\), we have \(i/(\nu-i\omega)=-1/(\omega+i\nu)\), and

\[
\varepsilon=\frac{D}{\varepsilon_0E}=1-\frac{ne^2}{\varepsilon_0m\,\omega(\omega+i\nu)}
=1-\frac{1+s}{1+i\delta}=\frac{i\delta-s}{1+i\delta}.\qquad\blacksquare
\]

**Lemma 2.** The mean heating per volume is

\[
p=\frac{\omega|D|^2}{2\varepsilon_0}\,\frac{\delta(1+s)}{s^2+\delta^2}.
\]

*Proof.* Insert \(J=-i\omega(D-\varepsilon_0E)\) into \(p=\tfrac12\mathrm{Re}(JE^*)\). The term \(i\omega\varepsilon_0|E|^2\) is imaginary and drops out. With \(E^*=D^*/(\varepsilon_0\varepsilon^*)\),

\[
p=\frac{\omega|D|^2}{2\varepsilon_0}\,\mathrm{Re}\frac{-i}{\varepsilon^*}
=-\frac{\omega|D|^2}{2\varepsilon_0}\,\mathrm{Im}\frac1\varepsilon .
\]

Multiplying numerator and denominator by \(-s-i\delta\),

\[
\frac1\varepsilon=\frac{(1+i\delta)(-s-i\delta)}{s^2+\delta^2}
=\frac{-s+\delta^2-i\delta(1+s)}{s^2+\delta^2}.
\]

Its imaginary part gives the lemma. \(\blacksquare\)

## Proof of the theorem

Integrate \(p\) with \(dx=L\,ds\). The factor \(1+s\) splits the integrand into two elementary parts:

\[
F=\int_{-s_1}^{s_2}\frac{\delta\,ds}{s^2+\delta^2}
+\delta\int_{-s_1}^{s_2}\frac{s\,ds}{s^2+\delta^2}.
\]

The first has antiderivative \(\arctan(s/\delta)\), the second \((\delta/2)\ln(s^2+\delta^2)\). Their end values give the stated \(F\). For small \(\delta\), \(\arctan(a/\delta)=\pi/2-\delta/a+O(\delta^3)\), and the logarithmic term is \(\delta\ln(s_2/s_1)+O(\delta^3)\). Thus

\[
F=\pi-\delta\left[\frac1{s_1}+\frac1{s_2}-\ln\frac{s_2}{s_1}\right]+O(\delta^3),
\]

which tends to \(\pi\). \(\blacksquare\)

**Remark 1: the cancellation.** At \(s=0\) the heating density is proportional to \(1/\delta\), while the layer has half-width \(\delta L\). The product is independent of \(\delta\). The part \(|s|<\delta\) contributes \(2\arctan1=\pi/2\) to \(F\), because the odd term integrates to zero. It carries half the power in the weak-collision limit.

**Remark 2: where the critical density lies.** If the ramp starts at \(n_c\), so that \(s_1=0\), one arctangent is missing and \(F\to\pi/2\). If it runs from \(s=a>0\) to \(s_2\), the arctangents nearly cancel:

\[
F=\delta\left[\frac1a-\frac1{s_2}+\ln\frac{s_2}{a}\right]+O(\delta^3).
\]

The power is then proportional to \(\nu\). Finite absorption in the limit requires the resonance.

## What happens without collisions

**Proposition 1.** Let \(\nu=0\), and let \(D(t)=|D|\cos\omega t\) be switched on at \(t=0\) with the electrons at rest. The energy of the electron oscillations then grows at a mean rate per area that tends to \(\pi\omega L|D|^2/(2\varepsilon_0)\) at long times.

*Proof.* Let \(\xi\) be the electron displacement. The polarization is \(-en\xi\), so \(E=(D+en\xi)/\varepsilon_0\), and Newton's law becomes

\[
\ddot\xi+\omega_p^2\xi=f(t),\qquad f=-\frac{eD(t)}{\varepsilon_0m},\qquad \omega_p^2=\frac{ne^2}{\varepsilon_0m}=\omega^2(1+s).
\]

With \(D\) prescribed, each slice is an independent oscillator. Define \(z=\dot\xi+i\omega_p\xi\). Then \(\dot z=i\omega_pz+f\), and the oscillation energy per volume is \(\tfrac12nm|z|^2\). Starting from rest,

\[
|z|=\left|\int_0^te^{-i\omega_pt'}f(t')\,dt'\right|.
\]

Let \(f_0=e|D|/(\varepsilon_0m)\) and \(\Omega=\omega_p-\omega\). The near-resonant half of the cosine gives \(|z|^2=f_0^2\sin^2(\Omega t/2)/\Omega^2\). The other half stays bounded, and its cross term adds at most a logarithm of \(t\) to the integral over the ramp. Near resonance \(\Omega\simeq\omega s/2\), so \(dx=(2L/\omega)\,d\Omega\). Corrections to this and to \(n\simeq n_c\) are also at most logarithmic. Using \(\int_{-\infty}^{\infty}\sin^2(\Omega t/2)\,\Omega^{-2}d\Omega=\pi t/2\),

\[
\frac WA\simeq\frac{n_cmf_0^2}{2}\,\frac{2L}{\omega}\,\frac{\pi t}{2}
=\frac{\pi\omega L|D|^2}{2\varepsilon_0}\,t,
\]

where the last step uses \(n_ce^2/m=\varepsilon_0\omega^2\). \(\blacksquare\)

In linear theory the drive thus delivers this power before any collision occurs. In a strictly cold plasma the growing displacements eventually make neighbouring slices cross, and the linear description fails; for the drive in the example below this would happen after about 40 periods. Electron pressure, treated below, can prevent it by limiting how narrow the layer becomes. The responding slices narrow as \(1/t\) while their energy density grows as \(t^2\). With damping, free oscillation amplitudes decay as \(e^{-\nu t/2}\), so storage gives way to steady heating after a time of order \(2/\nu\). At \(\nu=0\) that steady state is never reached, and the energy stays stored in the oscillations. The power delivered at long times is the same in either order of limits; the order decides whether it appears as stored energy or as heat.

## When the displacement may be called fixed

**Remark 3: transverse variation.** Suppose the fields also vary as \(e^{iky}\), with the magnetic field along \(z\). Gauss's law, and Faraday's law with \(H_z=-\omega D_x/k\), give

\[
\frac{dD_x}{dx}=-ik\varepsilon_0\varepsilon E_y,\qquad
\frac{dE_y}{dx}=\frac{ik}{\varepsilon_0}\left(\frac1\varepsilon-\frac{\omega^2}{c^2k^2}\right)D_x .
\]

Integrating \(1/\varepsilon\) through the resonance makes \(E_y\) at most logarithmically large, so \(\varepsilon E_y\) is small there and \(D_x\) is nearly constant across the layer. If \(D_x\) stays bounded over the ramp as \(\delta\to0\), the narrow peak \(\delta/(s^2+\delta^2)\) selects \(|D_x(0)|^2\). Heating by \(E_y\) contains \(\mathrm{Im}\,\varepsilon=\delta(1+s)/(1+\delta^2)\) and vanishes in the limit. The limiting law therefore survives with \(D\) taken at the resonance.

Fixing the source power instead of \(D\) is a different problem: \(D\) then adjusts to the load.

## Electron pressure

The cold field at resonance is \(|E|=(|D|/\varepsilon_0)\sqrt{1+\delta^2}/\delta\). As the layer narrows, pressure can no longer be ignored.

**Proposition 2.** Add to the momentum equation a pressure perturbation \(3k_BT_e\tilde n\), where \(\tilde n\) is the density perturbation, and neglect forces from the equilibrium gradient. Extend the linear profile formally to infinity on both sides. This is an idealization, since the density \(n_c(1+s)\) would be negative below \(s=-1\); it serves when the resonance region is much narrower than the ramp. Then, with the ends placed at \(s=\pm S\) and \(S\to\infty\), the total absorbed power, including any carried away by a wave, still has \(F=\pi\).

*Proof.* The factor 3 describes one-dimensional adiabatic compression. The equation is now

\[
m(\nu-i\omega)v=-eE-\frac{3k_BT_e}{n}\frac{d\tilde n}{dx}.
\]

Gauss's law, \(\varepsilon_0\,dE/dx=-e\tilde n\), turns the last term into \(+(3k_BT_e\varepsilon_0/ne)\,d^2E/dx^2\). Forming \(J=-env\) and \(D=\varepsilon_0E+iJ/\omega\) as in Lemma 1, the density cancels from the new term:

\[
\frac{D}{\varepsilon_0}=\frac{1}{1+i\delta}\left[(i\delta-s)E+3\lambda_D^2\frac{d^2E}{dx^2}\right],\qquad \lambda_D^2=\frac{\varepsilon_0k_BT_e}{n_ce^2}.
\]

Set \(G=\varepsilon_0E/[(1+i\delta)D]\) and \(b=3(\lambda_D/L)^2\). With primes for \(d/ds\),

\[
bG''+(i\delta-s)G=1,\qquad
G=-i\int_0^\infty e^{-\delta\kappa-ib\kappa^3/3-i\kappa s}\,d\kappa .
\]

To verify the solution, note that the left side multiplies the exponential by \(i\delta-s-b\kappa^2\), which equals \(-i\) times the \(\kappa\)-derivative of the exponent. The integral becomes that of a total derivative, and its end at \(\kappa=0\) gives 1. This solution stays bounded on both sides for \(\delta>0\).

The power supplied is \(\tfrac12\mathrm{Re}(-i\omega D\int E^*dx)\), so \(F=-\mathrm{Im}[(1+i\delta)\int G\,ds]\). Over \(-S<s<S\),

\[
\int_{-S}^{S}G\,ds=-i\int_0^\infty e^{-\delta\kappa-ib\kappa^3/3}\,\frac{2\sin\kappa S}{\kappa}\,d\kappa\;\longrightarrow\;-i\pi
\]

as \(S\to\infty\), because \(\sin(\kappa S)/\kappa\) then selects \(\kappa=0\) with weight \(\pi/2\). Hence \(F=\pi\). Because \(\mathrm{Re}\,G\) falls off only as \(-1/s\), ends at \(-S\) and \(rS\) give \(F\to\pi+\delta\ln r\) instead, the same logarithm as in the theorem; it vanishes as \(\delta\to0\). \(\blacksquare\)

**Remark 4: where the power goes.** For \(s<0\) the phase of the integrand is stationary at \(\kappa_s=\sqrt{|s|/b}\). This point contributes a wave \(w\) with

\[
b\kappa_s|w|^2=\pi e^{-2\delta\kappa_s}.
\]

Multiplying the equation for \(G\) by \(G^*\) and taking the imaginary part identifies \(b\kappa_s|w|^2\) as the wave's share of \(F\). An electron plasma wave carries the power towards lower density. Collisions change how much remains in it, with the total unchanged. The result requires that the wave does not return: reflection from a boundary would alter the field at the resonance.

Balancing \(b/s^2\) against \(s\) gives a thermal width \(b^{1/3}L\). The cold field profile requires \(\delta\gg b^{1/3}\); the limiting power does not.

## A 2.45 GHz example

Take \(L=3.0\) mm, \(T_e=3.0\) eV, a displacement corresponding to \(E_D=|D|/\varepsilon_0=5.0\) V/cm, and a ramp from vacuum to \(4n_c\), so \(s_1=1\), \(s_2=3\). With \(\omega=1.539\times10^{10}\) rad/s, the critical density is \(7.45\times10^{10}\) cm\(^{-3}\). In SI units the limiting power is

\[
\frac{\pi}{2}(1.539\times10^{10})(3.0\times10^{-3})(8.854\times10^{-12})(500)^2
=161\ \mathrm{W/m^2},
\]

or 16.1 mW/cm\(^2\). Let \(\nu\) be the gas density at 300 K times a momentum-transfer coefficient of \(10^{-7}\) cm\(^3\)/s. At 10 mTorr this gives \(\nu=3.22\times10^7\) s\(^{-1}\). The theorem's formula then gives, at fixed \(D\), \(L\), \(\omega\) and density profile:

| Pressure (mTorr) | \(\nu/\omega\) | \(P/A\) (mW/cm²) |
|---:|---:|---:|
| 1 | 0.00021 | 16.06 |
| 10 | 0.0021 | 16.05 |
| 100 | 0.021 | 16.03 |
| 1000 | 0.21 | 15.80 |

The collision frequency rises a thousandfold and the power falls by 1.6%. The change is small even at the highest pressure because the first-order bracket, \(1+1/3-\ln3=0.235\), is itself small for this ramp. By contrast, a ramp that starts at \(1.2n_c\) absorbs \(4.9\times10^{-4}\) of the limiting power at 1 mTorr, and ten times as much when \(\nu\) is ten times larger.

At 10 mTorr the cold layer has half-width \(\delta L=0.0063\) mm and a formal peak field of 2390 V/cm; at this drive cold slices would cross after about 45 periods, before that linear steady state is reached. But \(\lambda_D=0.047\) mm, so \(b=7.4\times10^{-4}\) and the thermal width is 0.27 mm. Electron pressure therefore controls the field profile. A finite-difference solution of the warm equation, with an outgoing wave imposed at \(n_c/2\), gives a largest field of 102 V/cm. The neglected forces from the equilibrium gradient would lower this by roughly 2–6%. At \(n_c/2\), \(\kappa_s=\sqrt{0.5/b}=26\), and in the fluid model collisions leave a fraction \(e^{-2\delta\kappa_s}=0.90\) of the power in the wave. Linear Landau damping, which this model omits, would remove about 60% of the wave power by that point. This is only an estimate: at this drive the bounce frequency of electrons trapped in the wave, about \(0.15\)–\(0.18\,\omega\), exceeds the linear damping rate (\(0.02\,\omega\) at \(0.7n_c\), \(0.11\,\omega\) at \(n_c/2\)). Equating \(\delta\) to \(b^{1/3}\) puts the change to a collisional profile near 430 mTorr.

The effect of transverse variation was found by integrating the equations of Remark 3 with an adaptive Runge–Kutta method, for a prescribed \(k=1\) cm\(^{-1}\), not chosen to satisfy a surface-wave dispersion relation, and fields decaying into the uniform bulk. At \(\delta=10^{-3}\) the inflowing power is 1.0006 times the limit based on \(D\) at resonance. The displacement at the vacuum edge is 0.886 of that value, so using the edge value would underestimate the power by about 22%.

The fixed density profile also limits the drive. The oscillating field pushes electrons with a mean potential \(e^2|E|^2/(4m\omega^2)\). If cold ions have time to follow, the relative density depression is roughly this potential divided by \(k_BT_e\), or \(\varepsilon_0|E|^2/(4n_ck_BT_e)\). For 102 V/cm it is 0.0064, which is 7% of the thermal width in \(s\). This ratio grows as \(E_D^2\) and reaches one at \(E_D=19\) V/cm, where the formula gives 0.23 W/cm\(^2\). At that drive the oscillating density \(\tilde n/n\) of the fluid wave is already about 0.12 near the field peak and 0.29 near \(n_c/2\), so the linear description is strained before this value is reached.

These parameters are rough values for a microwave surface-wave processing source, where pressures from millitorr to about a torr and bulk densities near \(10^{11}\)–\(10^{12}\) cm\(^{-3}\) are typical. The bulk density \(4n_c\approx3.0\times10^{11}\) cm\(^{-3}\) is below the sharp-boundary threshold \((1+\varepsilon_d)n_c\approx4.8n_c\) for a surface wave on a quartz window of permittivity \(\varepsilon_d\approx3.8\), so the example is not a model of a particular source. The chosen drive is low: such sources can deliver of order 1 W/cm\(^2\), above the estimated limit for an unperturbed ramp. The fixed linear profile is then the assumption most in doubt. At fixed \(D\), a gradient twice as steep at \(n_c\) halves the predicted power. If the critical density falls inside the wall sheath, the gradient length there can be a few tenths of a millimetre or less. The resonance is then no longer narrow compared with the ramp, and the estimates of this example do not apply. The warm model also omits Landau damping, the transfer of wave energy to electrons moving near the wave's phase velocity. At \(n_c/2\) the fluid model's wavenumber times the local Debye length is already 0.58, so the fluid description of the wave is unreliable there. Damping that depends only on the wavenumber would leave the total in Proposition 2 unchanged, because the integral over \(s\) still selects \(\kappa=0\). Landau damping also depends on the local density, so here that total is only an estimate, and it assumes that no wave returns to the resonance.

Numbers in the example were calculated in double precision.
